# Peak temperature of a Wiedemann-Franz filament from its voltage alone, part 1

(Sections cited here and not found follow in the second part.)

## First half: the law and its derivation

### The decision that depends on it

Anyone who models the heating of a conducting filament in an oxide must decide whether to mesh the filament. Its shape is rarely known, and a mesh built on a guessed shape gives a temperature that seems to rest on the guess. If electrons carry the heat and the sides lose none, no mesh is needed for the peak temperature. It follows from the voltage $V$ between the contacts and their temperature $T_0$:

$$T_{\max}^2=T_0^2+\frac{V^2}{4L}. \qquad (1)$$

Here $L$ is the Lorenz number, the constant in the Wiedemann-Franz law $\kappa=L\sigma T$ between thermal conductivity $\kappa$ and electrical conductivity $\sigma$. The decision then becomes whether the neglected heat paths are small enough, and the second half sizes them.

Equation (1) is derived below first for a slender filament and then for any shape. Slenderness is sufficient, but it is not needed.

### Assumptions and units

The conductor is one connected body with two contacts, in a steady state.

1. Each contact is an equipotential at the temperature $T_0$, the same for both.
2. No charge and no heat crosses the rest of the surface.
3. Heat is carried by electrons, with $\kappa=L\sigma T$ and one constant $L$ throughout.
4. Thermoelectric terms are left out for now.

The conductivity $\sigma$ is positive and may vary with position and temperature.

The algebra uses atomic units, in which the electron has charge $-1$ and mass 1. Temperature stands for the energy $k_BT$. The potential $\phi$ is the one a voltmeter compares, that is, minus the electrochemical potential $\mu$ of the electrons up to a constant. It is zero on one contact and $V>0$ on the other. Numbers are given in engineering units.

### Where the Lorenz number comes from

Suppose that scattering is elastic, so that electrons of each total energy $E$ diffuse separately. Let the local occupation be the Fermi function

$$f=F(x),\qquad F(x)=\frac{1}{e^x+1},\qquad x=\frac{E-\mu}{T}.$$

The flux of electrons per unit energy is $-\sigma\nabla f$. We take $\sigma$ to be independent of $E$ within several $T$ of the Fermi level. Both $\mu$ and $T$ vary in space, so

$$\nabla f=F'(x)\,\nabla x=-F'(x)\left[\frac{\nabla\mu}{T}+\frac{x\,\nabla T}{T}\right].$$

The number flux is the integral over energy, with $dE=T\,dx$:

$$\mathbf j_n=-\sigma\nabla\mu\int(-F')\,dx-\sigma\nabla T\int x(-F')\,dx=-\sigma\nabla\mu .$$

The first integral is 1, because $F$ falls from 1 to 0. The second vanishes because $-F'$ is even. The heat flux weights each electron by $E-\mu=xT$. Now the term in $\nabla\mu$ is the odd one and drops out:

$$\mathbf q=-\sigma T\,\nabla T\int_{-\infty}^{\infty}x^2(-F')\,dx .$$

Comparison with $\mathbf q=-\kappa\nabla T$ gives $\kappa=L\sigma T$, where $L$ is the integral. To evaluate it, use evenness and integrate by parts; the boundary terms vanish:

$$L=2\int_0^\infty x^2(-F')\,dx=4\int_0^\infty xF\,dx .$$

For $x>0$, $F=e^{-x}-e^{-2x}+e^{-3x}-\dots$. This is an alternating series with decreasing terms, so the error after $N$ terms is below $e^{-(N+1)x}$. After multiplication by $x$ and integration the error is below $1/(N+1)^2$, which justifies integrating term by term:

$$\int_0^\infty xF\,dx=1-\frac1{4}+\frac1{9}-\dots=\frac{\pi^2}{6}-2\cdot\frac14\cdot\frac{\pi^2}{6}=\frac{\pi^2}{12}. \qquad (2)$$

The middle step takes the sum of all $1/n^2$, which is $\pi^2/6$, and subtracts the even terms twice. Hence

$$L=\frac{\pi^2}{3}\ \ \text{(atomic units)},\qquad L=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2=2.443\times10^{-8}\ \mathrm{V^2/K^2}.$$

A numerical test that perturbs Fermi functions in temperature and in chemical potential, and compares the two responses, gives 3.28987 for the atomic-unit value.

### The two balance laws

The electric current is $\mathbf j=-\mathbf j_n=-\sigma\nabla\phi$. Charge conservation in the steady state reads

$$\nabla\cdot(\sigma\nabla\phi)=0. \qquad (3)$$

The total energy flux is $\mathbf q+\mu\,\mathbf j_n$, and its divergence is zero. Since $\nabla\cdot\mathbf j_n=0$, this gives $\nabla\cdot\mathbf q=-\mathbf j_n\cdot\nabla\mu=\sigma|\nabla\mu|^2=\sigma|\nabla\phi|^2$. Inserting $\mathbf q=-\kappa\nabla T$,

$$\nabla\cdot(\kappa\nabla T)+\sigma|\nabla\phi|^2=0. \qquad (4)$$

The second term is the Joule heat per unit volume.

### The slender filament

Let the filament run along $z$ with cross-section $A(z)$, and let $\phi$, $T$ and $\sigma$ be uniform over each cross-section. With $\phi$ rising along $z$ and $I$ the magnitude of the current, equations (3) and (4) become

$$\sigma A\frac{d\phi}{dz}=I,\qquad \frac{d}{dz}\left(\kappa A\frac{dT}{dz}\right)+\sigma A\left(\frac{d\phi}{dz}\right)^2=0 .$$

Because $d\phi/dz=I/(\sigma A)>0$, the potential can replace $z$ as the coordinate. The conducted heat is then

$$\kappa A\frac{dT}{dz}=L\sigma TA\,\frac{I}{\sigma A}\frac{dT}{d\phi}=I\,\frac{d}{d\phi}\left(\frac{LT^2}{2}\right). \qquad (5)$$

The product $\sigma A$ has cancelled. One more derivative along $z$ brings a factor $I/(\sigma A)$, and the Joule term equals $I^2/(\sigma A)$:

$$\frac{I^2}{\sigma A}\left[\frac{d^2}{d\phi^2}\left(\frac{LT^2}{2}\right)+1\right]=0 .$$

The bracket must vanish, and it contains neither shape nor conductivity. Two integrations give $LT^2/2=-\phi^2/2+c_1\phi+c_0$. The contact at $\phi=0$ fixes $c_0=LT_0^2/2$. The contact at $\phi=V$ requires $-V^2/2+c_1V=0$, so $c_1=V/2$. Therefore

$$T^2=T_0^2+\frac{\phi(V-\phi)}{L}. \qquad (6)$$

### Any shape

Equation (6) suggests a combination to try in a general body:

$$w=\frac{LT^2}{2}+\frac{\phi^2}{2},\qquad \sigma\nabla w=\kappa\nabla T+\phi\,\sigma\nabla\phi .$$

Take the divergence. The first term gives $-\sigma|\nabla\phi|^2$ by (4). The second gives $\sigma|\nabla\phi|^2+\phi\,\nabla\cdot(\sigma\nabla\phi)$, whose last part is zero by (3). The sum is

$$\nabla\cdot(\sigma\nabla w)=0 .$$

So $w$ obeys the same equation as $\phi$. Now define the departure from (6),

$$d=w-\frac{LT_0^2}{2}-\frac{V\phi}{2}.$$

It has three properties.

- Inside the body $\nabla\cdot(\sigma\nabla d)=0$, since $w$ and $\phi$ both obey this equation.
- On the contacts $d=0$. At $\phi=0$ this is immediate. At $\phi=V$ the term $V^2/2$ in $w$ cancels $V\phi/2$.
- On the sides the normal component of $\sigma\nabla d$ is zero, because neither heat nor charge crosses them.

Multiply the first property by $d$ and integrate by parts:

$$\int\sigma|\nabla d|^2\,dv=\oint d\,\sigma\nabla d\cdot d\mathbf S-\int d\,\nabla\cdot(\sigma\nabla d)\,dv=0 .$$

The surface term vanishes on the contacts by the second property and on the sides by the third. At an internal boundary between two materials $T$, $\phi$ and the normal fluxes are continuous, so the terms from its two faces cancel. As $\sigma>0$, $\nabla d=0$ throughout the connected body, and $d=0$ because it vanishes on the contacts. Equation (6) thus holds at every point, whatever the shape. A temperature-dependent $\sigma$ changes nothing: the argument uses the values that $\sigma$ takes in the actual solution.

For the maximum, write $\phi(V-\phi)=V^2/4-(\phi-V/2)^2$. This is at most $V^2/4$. The value $\phi=V/2$ is reached, since $\phi$ runs continuously from 0 to $V$. Equation (1) follows, and the hottest points form the surface of half potential.

### Why the shape drops out

By (5) and (6) the heat conducted through a cross-section is $I(V/2-\phi)$. It is zero at the hot surface and $IV/2$ in magnitude at either contact, so half the power leaves at each end. Narrowing the filament at fixed voltage reduces the current and the power. It raises the thermal resistance in the same proportion, and the temperature rise stays put. Shape and conductivity still set the current, and they set where in space the half-potential surface lies.

Two limits are useful. When $V^2/4L\ll T_0^2$, expansion of the square root gives $T_{\max}-T_0\approx V^2/(8LT_0)$, quadratic in the voltage. When $V^2/4L\gg T_0^2$, $T_{\max}\approx V/(2\sqrt L)$, linear with slope 3199 K/V. The two terms in (1) are equal at $300/3199=0.094$ V for contacts at 300 K.

### A worked filament

Take a thick metallic filament of the kind left by hard breakdown in a hafnium oxide film. Rough values are length $\ell=20$ nm, radius $r=10$ nm and $\sigma=10^6$ S/m, with 0.30 V across it and contacts at 300 K. Its resistance and current are

$$R=\frac{\ell}{\sigma\pi r^2}=\frac{20\times10^{-9}}{10^6\times3.14\times10^{-16}}=63.7\ \Omega,\qquad I=\frac{0.30}{63.7}=4.71\ \mathrm{mA}.$$

The peak temperature needs neither of them:

$$\frac{V^2}{4L}=\frac{0.0900}{4\times2.443\times10^{-8}}=9.21\times10^5\ \mathrm{K^2},\qquad T_{\max}=\sqrt{9.0\times10^4+9.21\times10^5}\approx1005\ \mathrm K .$$

As an energy, $k_BT_{\max}=0.087$ eV. With the contacts still at 300 K, the law gives 439 K at 0.1 V, 707 K at 0.2 V and 1627 K at 0.5 V.

### Tests of the shape claim

Equations (3) and (4) were solved together on a mesh for two bodies of revolution at 0.30 V and 300 K. The first has an abrupt neck, with one third of the body's radius and a length equal to the neck's own diameter. The second is a cone. In both, $\sigma$ varies with radius, jumps fivefold along the axis and falls as $1/\sqrt T$.

The solved peaks are 1005.6 K and 1006.0 K, against 1005.5 K from (1). The largest departure from (6) at any mesh point, relative to the local temperature, is 0.09 % for the neck and 0.27 % for the cone. In the necked body the potential varies by up to 19.5 % of $V$ across a single cross-section, so that body is far from slender and the law still holds.

## Second half: what the law leaves out

### Symbols and results carried over

The contacts are at $T_0$ and the voltage between them is $V$. The potential $\phi$ runs from 0 to $V$; $\sigma$ and $\kappa$ are the electrical and thermal conductivities. A filament has length $\ell$, radius $r$, cross-section $A$ and current $I$. With insulated sides and $\kappa=L\sigma T$,

$$T^2=T_0^2+\frac{\phi(V-\phi)}{L},\qquad T_{\max}^2=T_0^2+\frac{V^2}{4L},\qquad L=\frac{\pi^2}{3}\ \text{(atomic units)}.$$

The example has $\ell=20$ nm, $r=10$ nm, $\sigma=10^6$ S/m, $V=0.30$ V and $T_0=300$ K, which give $R=63.7\ \Omega$, $I=4.71$ mA and $T_{\max}\approx1005$ K. These settings are kept below unless a change is stated. The additional material parameters are rough values, chosen to size each effect.

### When electrons do not reach equilibrium

In a short filament electrons may leave before they share their energy, and then no Fermi function describes them. The law survives for a temperature defined by energy, provided that scattering is elastic and both $\sigma$ and the density of states are independent of energy.

Each energy then diffuses separately, $\nabla\cdot(\sigma\nabla f)=0$, with no flux through the sides. This is the equation for the potential, so $f$ mixes the two contact distributions in proportion to the potential. Measure $\mu$ from the contact where it is lower and let $s=\mu/V$:

$$f=(1-s)f_0+s f_V .$$

Here $f_0$ and $f_V$ are Fermi functions at temperature $T_0$ with chemical potentials 0 and $V$.

Define the excess energy relative to a filled sea with a sharp edge at $\mu$, where $\theta$ is the unit step:

$$U=\int(E-\mu)\,[f-\theta(\mu-E)]\,dE .$$

For one Fermi function with chemical potential $\mu_a$, write $f_a-\theta(\mu-E)$ as $[f_a-\theta(\mu_a-E)]+[\theta(\mu_a-E)-\theta(\mu-E)]$. The first bracket is odd about $\mu_a$, so only the part $E-\mu_a$ of the weight contributes. It gives $2T_0^2\int_0^\infty xF\,dx=\pi^2T_0^2/6$, by the integral (2). The second gives $\int_\mu^{\mu_a}(E-\mu)\,dE=(\mu_a-\mu)^2/2$. In the mixture the two distances from $\mu=sV$ are $sV$ and $(1-s)V$, so

$$U=\frac{\pi^2T_0^2}{6}+\frac{(1-s)s^2V^2+s(1-s)^2V^2}{2}=\frac{\pi^2T_0^2}{6}+\frac{s(1-s)V^2}{2}.$$

Electrons in equilibrium have $U=\pi^2T^2/6$. Equating the two gives $T^2=T_0^2+3s(1-s)V^2/\pi^2$, which is the law again, since $L=\pi^2/3$. Direct integration of the mixed distribution at half potential gives 1005.5 K for the example. The distribution itself is not thermal, however, and a process that needs electrons far above $\mu$ cannot be rated by this temperature alone.

When electrons carry all the heat, the sides lose none and both contacts are at $T_0$, the peak temperature follows from $V$ and $T_0$ alone, whatever the filament's shape. It remains to size lattice conduction, side loss, the lag of the lattice behind the electrons, thermoelectric terms and the warming of the filament ends, and to check whether the example lies inside the model.

Numerical values quoted here were computed with a short program.
